# Why Semilocal Functionals Miss the Adhesion Tail Between Passivated Silicon Slabs

## 1. Definitions and the claim

Two identical, neutral silicon slabs of thickness \(t\) face each other across a vacuum gap \(d\), measured between the planes where the electron density has fallen to half its bulk value. Hydrogen saturates the dangling bonds, so each slab has an energy gap and no covalent bond forms across the vacuum. \(E(d)\) is the interaction energy per area \(S\), zero at infinite separation and negative for attraction.

A semilocal functional has the form

\[
E_{xc}=\int f\big(n,\nabla n,\tau\big)\,d^3r,\qquad f=0\ \text{where}\ n=0,
\]

with density \(n\) and orbital kinetic-energy density \(\tau\), both taken at the point \(\mathbf r\). The true tail is

\[
E(d)=-\frac{A}{12\pi d^2}
\]

in a window: \(d\) is large enough for density overlap to be negligible, small against \(t\), and small enough for retardation (the travel time of light) to be ignored. \(A\) is the Hamaker constant. A self-consistent semilocal calculation gives an exponentially small energy instead. The contributions are now taken one at a time.

The numerical example has \(t=50\) nm and \(d=2\) nm. Its silicon parameters are rough: static permittivity \(\varepsilon_0=12\), one oscillator energy \(\hbar\omega_0=4.4\) eV, 200 valence electrons per nm³ and ionization energy \(I=5\) eV.

## 2. Semilocal exchange and correlation

Without overlap, every point has either \(n=n_A\) or \(n=n_B\). The integral splits:

\[
E_{xc}[n_A+n_B]=E_{xc}[n_A]+E_{xc}[n_B].
\]

The right side does not depend on \(d\). This holds for any \(f\), so refitting \(f\) cannot help. In identical slabs the orbitals may spread over both, but mixing occupied orbitals among themselves leaves the density matrix, and hence \(n\) and \(\tau\), unchanged.

What remains comes from overlapping tails. Outside a slab the slowest wave function decays as \(e^{-\kappa z}\), with \(\kappa=\sqrt{2mI}/\hbar\), so the model densities are

\[
n_A=n_be^{-2\kappa z},\qquad n_B=n_be^{-2\kappa(d-z)} .
\]

Take local exchange, \(f=-C_xn^{4/3}\) with \(C_x=\tfrac34(3/\pi)^{1/3}\) in atomic units. With \(v=2\kappa(z-d/2)\),

\[
n_A=n_be^{-\kappa d}e^{-v},\qquad n_B=n_be^{-\kappa d}e^{v}.
\]

Subtracting the separate energies and using \(dz=dv/2\kappa\) gives

\[
\frac{\Delta E_x}{S}=-\frac{C_xn_b^{4/3}}{2\kappa}e^{-4\kappa d/3}J,
\]
\[
J=\int_{-\infty}^{\infty}\!\Big[(2\cosh v)^{4/3}-2\cosh\tfrac{4v}{3}\Big]dv .
\]

The integrand falls as \(\tfrac43e^{-2|v|/3}\), so the limits may be extended to infinity when \(\kappa d\gg1\). To find \(J\), start with \(s>0\) and put \(p=1/(1+e^{-2v})\). Then \(2\cosh v=[p(1-p)]^{-1/2}\), \(dv=dp/[2p(1-p)]\), and

\[
\int(2\cosh v)^{-s}dv=\tfrac12B\big(\tfrac s2,\tfrac s2\big),
\]

where \(B\) is the beta function. Subtracting \(\int e^{-s|v|}dv=2/s\) leaves an integral that converges for \(s>-2\), so the result continues to \(s=-4/3\):

\[
\int\Big[(2\cosh v)^{4/3}-e^{4|v|/3}\Big]dv=\tfrac12B\big(-\tfrac23,-\tfrac23\big)+\tfrac32 .
\]

\(J\) also subtracts \(\int e^{-4|v|/3}dv=\tfrac32\). Therefore \(J=\tfrac12B(-\tfrac23,-\tfrac23)\), with \(B(a,a)=\Gamma(a)^2/\Gamma(2a)\).

For the example, \(\kappa=11.46\) nm⁻¹ and the predicted decay rate is \(4\kappa/3=15.27\) nm⁻¹. Direct integration with smooth profiles \(n_b/(1+e^{2\kappa z})\) gives \(-5.36\times10^{-3}\) mJ/m² at 1 nm, as does the formula to these digits.

PBE adds gradients and correlation. Its exchange enhancement saturates in the dilute tails, except in a layer around the midpoint that narrows as \(d\) grows, so the same leading exponential is expected. The computed rate between 1.2 and 1.5 nm is 15.17 nm⁻¹. The PBE overlap energy is \(-8.6\times10^{-3}\) mJ/m² at 1 nm and \(-4.6\times10^{-6}\) mJ/m² at 1.5 nm. Extrapolation with \(4\kappa/3\) gives about \(-2\times10^{-9}\) mJ/m² at 2 nm. These are exchange-correlation energies of frozen model densities, not a full PBE binding curve.

## 3. Static electrostatics, kinetic energy and exact exchange

The Hartree energy is nonlocal, so it needs its own argument. Outside a laterally periodic slab, Laplace's equation makes each Fourier component of the potential with surface wavevector \(G>0\) decay as \(e^{-Gz}\). The component \(G=0\) has no outside field, because the slab is neutral. At most it is a constant, which does no work on a neutral partner. The static interaction therefore falls as \(e^{-Gd}\) with the smallest \(G\).

For a rough surface period of 0.77 nm, \(e^{-Gd}=8.2\times10^{-8}\) at 2 nm. To equal the tail of 1.71 mJ/m² found below, the prefactor would have to be \(1.71/(8.2\times10^{-8})\approx2\times10^7\) mJ/m², or \(2\times10^4\) J/m². Covalent surface energies are of order 1 J/m². Random trapped charge would break the periodicity and could reach further, but that is a classical force, which the Hartree term already contains.

The noninteracting kinetic energy of gapped slabs is also additive apart from overlap. Each slab thus feels an exponentially small potential from the other, and the two separate solutions together remain self-consistent. The total semilocal energy is their sum.

Exact exchange does not change this. For closed shells its cross term is proportional to

\[
-\int_A\!\int_B\frac{|\gamma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\]

The density matrix \(\gamma\) between separated gapped slabs is exponentially small. A global hybrid, which mixes exact exchange with semilocal terms, therefore lacks the tail as well.

## 4. The missing piece: correlated fluctuations

Let \(\delta\hat n=\hat n-n\) be the fluctuation of the density operator. Turn on the electron repulsion with a factor \(\lambda\) while holding the density fixed. The exact functional is then

\[
E_{xc}=\frac12\int_0^1\!d\lambda\!\iint\frac{e^2\big[\langle\delta\hat n(\mathbf r)\delta\hat n(\mathbf r')\rangle_\lambda-n(\mathbf r)\delta(\mathbf r-\mathbf r')\big]}{4\pi\epsilon_{\rm v}|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' ,
\]

where \(\epsilon_{\rm v}\) is the vacuum permittivity. The part with \(\mathbf r\) in A and \(\mathbf r'\) in B survives without overlap. A semilocal \(f\) replaces the whole inner integral by a function of quantities at \(\mathbf r\), which carry no information about the other slab.

Two oscillators of mass \(m\) and frequency \(\omega_s\), one per slab, show how this part lowers the energy. Let the coupling be \(c\,m\omega_s^2x_1x_2\). With \(x_\pm=(x_1\pm x_2)/\sqrt2\), the product is \(x_1x_2=(x_+^2-x_-^2)/2\), so the normal frequencies obey \(\omega_\pm^2=\omega_s^2(1\pm c)\). The zero-point shift is

\[
\Delta E=\frac{\hbar\omega_s}{2}\big(\sqrt{1+c}+\sqrt{1-c}-2\big)\approx-\frac{\hbar\omega_sc^2}{8}.
\]

Since \(\langle x_\pm^2\rangle=\hbar/(2m\omega_\pm)\),

\[
\langle x_1x_2\rangle=\frac{\hbar}{4m\omega_s}\left[\frac1{\sqrt{1+c}}-\frac1{\sqrt{1-c}}\right]\approx-\frac{\hbar c}{4m\omega_s},
\]
\[
\langle x_1^2\rangle=\frac{\hbar}{4m\omega_s}\left[\frac1{\sqrt{1+c}}+\frac1{\sqrt{1-c}}\right]\approx\frac{\hbar}{2m\omega_s}\Big(1+\frac{3c^2}{8}\Big).
\]

The energy follows from the covariance alone, because \(d\Delta E/dc=m\omega_s^2\langle x_1x_2\rangle\). For \(c=0.513\), diagonalization gives a covariance of \(-0.155\,\hbar/(m\omega_s)\). Its integral over the coupling is \(-0.0361\,\hbar\omega_s\), equal to the energy shift. The covariance is first order in \(c\), while each density changes at second order: on going from \(c=0.1\) to 0.05 they shrink by factors of 2.01 and 4.02.

## 5. The same mechanism between two molecules

SiH₄ is a small hydrogen-capped silicon system on which the mechanism can be tested with electrons. In atomic units, two molecules at distance \(R_m\) along \(z\) have the dipole coupling \((x_1x_2+y_1y_2-2z_1z_2)/R_m^3\). The squared coefficients add to \(1+1+4=6\). For isotropic molecules, second-order perturbation theory gives

\[
E=-\frac6{R_m^6}\sum_{a,b}\frac{D_a^2D_b^2}{\Delta_a+\Delta_b},
\]

where \(D\) is a transition dipole along one axis and \(\Delta\) an excitation energy. Now use

\[
\frac1{\Delta_a+\Delta_b}=\frac2\pi\int_0^\infty\frac{\Delta_a\Delta_b\,d\omega}{(\Delta_a^2+\omega^2)(\Delta_b^2+\omega^2)}
\]

and the polarizability \(\alpha(i\omega)=\sum_a2D_a^2\Delta_a/(\Delta_a^2+\omega^2)\). Each sum equals \(\alpha/2\), so

\[
E=-\frac{C_6}{R_m^6},\qquad C_6=\frac3\pi\int_0^\infty\alpha(i\omega)^2d\omega .
\]

In MP2 with the 6-31G** basis, the correlation energy between the molecules is \(-2.29\) microhartree at 11 Å and \(-0.526\) at 14 Å. The molecules lie along a fourfold rotation–reflection axis, where the \(R_m^{-7}\) term vanishes by symmetry. Removing the next term, of relative order \(R_m^{-2}\), gives \(C_6=173.7\) hartree bohr⁶. The uncoupled Hartree–Fock response of a single molecule gives 174.2. The tail is therefore set by the fluctuations of the separate molecules.

The Hartree–Fock interaction at 11 Å is 0.0008 microhartree. One molecule was turned by 45° about the axis to cancel the octupole–octupole force, so this small value belongs to that orientation. The PBE overlap energy, for frozen Hartree–Fock densities, falls from \(-2.3\) microhartree at 7 Å to about \(-10^{-6}\) microhartree at 11 Å. The functions of this small Gaussian basis decay too fast far out, which makes both values too small in magnitude, the second by far the more. With the diffuse aug-cc-pVDZ basis they become about \(-8\) and \(-3\times10^{-3}\) microhartree, the latter still only about \(10^{-3}\) of the correlation tail at 11 Å. They show a rapid fall, not the true size of the overlap energy. The planar estimate of Section 2 does not share that defect. The small basis makes \(C_6\) a test of the mechanism, not a converged property of SiH₄: the same uncoupled response gives 311 hartree bohr⁶ in aug-cc-pVDZ and 306 in aug-cc-pVTZ, about 75–80% more.

## 6. From fluctuations to the inverse square

Describe each thick slab by

\[
\varepsilon(i\omega)=1+\frac{\varepsilon_0-1}{1+\omega^2/\omega_0^2}.
\]

A potential \(e^{-qz}\) reaching the surface produces a reflected part \(-Re^{qz}\) and a transmitted part \(ae^{-qz}\). Continuity of the potential gives \(1-R=a\), and continuity of the normal displacement gives \(1+R=\varepsilon a\). Hence

\[
R=\frac{\varepsilon-1}{\varepsilon+1}=\frac{R_0}{1+\omega^2/\omega_s^2},
\]
\[
R_0=\frac{\varepsilon_0-1}{\varepsilon_0+1},\qquad \omega_s^2=\omega_0^2\frac{\varepsilon_0+1}{2}.
\]

A round trip across the gap multiplies a field by \(R^2e^{-2qd}\). Modes occur where this equals 1 at real frequency, which means replacing \(\omega^2\) by \(-\omega^2\). The result is \(\omega_\pm^2=\omega_s^2(1\pm x)\) with \(x=R_0e^{-qd}\): the oscillator pair of Section 4, with \(c=x\). Its example value \(c=0.513\) corresponds to \(qd=1/2\).

Summing over surface wavevectors with \(u=qd\) gives

\[
E=\frac{\hbar\omega_s}{4\pi d^2}\int_0^\infty u\big(\sqrt{1+x}+\sqrt{1-x}-2\big)du .
\]

The integral is a pure number. Most of the energy comes from fluctuations with \(q\) below about \(2/d\), and their number per area scales as \(1/d^2\). At leading order the bracket is \(-x^2/4\), and \(\int_0^\infty ue^{-2u}du=1/4\), so \(E\approx-\hbar\omega_sR_0^2/(64\pi d^2)\) and

\[
A\approx\tfrac3{16}R_0^2\hbar\omega_s .
\]

The same sum can be written with response functions. From the formula for \(R\),

\[
1-R^2e^{-2qd}=\frac{(\omega^2+\omega_+^2)(\omega^2+\omega_-^2)}{(\omega^2+\omega_s^2)^2}.
\]

Since \(\int_0^\infty\ln[(\omega^2+a^2)/(\omega^2+b^2)]d\omega=\pi(a-b)\) for positive \(a,b\), the zero-point energy equals

\[
E=\frac\hbar{2\pi}\int_0^\infty\!d\omega\int\!\frac{d^2q}{(2\pi)^2}\ln\big(1-R^2e^{-2qd}\big).
\]

Expanding the logarithm and using \(\int_0^\infty qe^{-2kqd}dq=1/(4k^2d^2)\) gives

\[
A=\frac{3\hbar}{4\pi}\int_0^\infty\sum_{k=1}^\infty\frac{R^{2k}}{k^3}\,d\omega .
\]

For the example, \(R_0=0.846\) and \(\hbar\omega_s=11.22\) eV. The leading estimate is \(\tfrac3{16}(0.846)^2(11.22)\approx1.51\) eV. The full integral and the mode sum both give \(A=1.61\) eV, or \(2.6\times10^{-19}\) J. At 2 nm,

\[
E=-\frac{1.61\ \text{eV}}{12\pi(2\ \text{nm})^2}=-0.0107\ \text{eV/nm}^2=-1.71\ \text{mJ/m}^2 .
\]

The attractive pressure is \(A/(6\pi d^3)=2|E|/d=1.71\) MPa.

## 7. Where the power changes

In a finite slab the field also reflects from the back face. Summing the internal round trips gives

\[
R_t=R-\frac{(1-R^2)Re^{-2qt}}{1-R^2e^{-2qt}}=\frac{R(1-e^{-2qt})}{1-R^2e^{-2qt}} .
\]

For \(qt\to0\), \(R_t\approx2qtR/(1-R^2)=qt(\varepsilon^2-1)/(2\varepsilon)\). The extra \(q^2\) in \(R_t^2\) changes \(d^{-2}\) to \(d^{-4}\). This needs \(d\gg\varepsilon_0t/2\), which is stricter than \(d\gg t\).

Retardation limits the contributing frequencies to about \(c_0/d\), where \(c_0\) is the speed of light. At zero temperature this adds one power of \(1/d\): \(d^{-3}\) for thick slabs and \(d^{-5}\) for thin ones. The retarded reflection formulas then give powers of 3.00 for half-spaces near \(10^5\) nm and 5.00 for 1 nm slabs near \(10^4\) nm. Without retardation, the thin slabs give 4.00. At 300 K these gaps exceed the thermal length \(\hbar c_0/k_BT\approx7.6\) µm, where \(k_B\) is the Boltzmann constant. The zero-frequency thermal term, which has no retardation, then dominates and returns the powers to 2 and 4. For the example at 2 nm the local power is 2.005 without retardation and 2.070 with it, so the inverse square is already approximate there.

## 8. Weighing the contributions

With retardation and finite thickness included, the energy is \(-6.70\) mJ/m² at 1 nm, \(-1.62\) at 2 nm and \(-0.049\) at 10 nm. The PBE overlap term is about \(10^{-3}\) of this at 1 nm and \(10^{-9}\) at 2 nm. At 10 nm the ideal law would give \(-1.71/25=-0.068\) mJ/m², so the full value is 28% smaller in magnitude.

The corrections below are changes in the magnitude of the ideal energy at 2 nm, each made with the other settings fixed.

| Effect | Change |
|---|---:|
| Retardation | −5.2% |
| 50 nm thickness | −0.2% |
| Static free-carrier screening | at most +0.5% |
| Slowly varying roughness, 0.2 nm rms per surface | +6% |
| Response planes 0.1 nm outward | +23% |
| Oscillator energy 5.0 eV | +14% |

The thermal change at 300 K is negligible in this model: the lowest mode energy is \(\hbar\omega_s\sqrt{1-R_0}=\hbar\omega_0=4.4\) eV, while the thermal energy is only 0.026 eV. The carrier bound sets only the zero-frequency reflection to 1, so it does not cover heavy doping, which also alters higher frequencies. Roughness is represented by two equally likely gaps, \(2\pm0.28\) nm. This assumes that the surface height varies only over lateral distances much larger than the gap; for finer roughness of the same height the correction is larger. The 5.0 eV oscillator makes the high-frequency response match the valence density, whose plasma energy is 16.6 eV.

In this model \(A\) is proportional to \(\hbar\omega_0\). Placing all the oscillator strength at the direct gap of silicon, about 3.4 eV, gives \(1.61\times3.4/4.4\approx1.24\) eV, or \(2.0\times10^{-19}\) J. Silicon absorbs mainly at and above that energy, so this is close to a lower limit. The model value of \(2.6\times10^{-19}\) J is a plausible size, but one oscillator fixes it only roughly. A 50 nm slab resembles a thin membrane; a wafer is far thicker, which removes the 0.2% reduction. Real surfaces also break the assumption of sharp, flat response planes, and the table shows shifts of 6% and 23% from that source. Particles, adsorbed water and trapped charge lie outside the model. At contact, density overlap and atomic structure matter, so the formula should not be extended to \(d=0\) to predict a bonding energy.

A remedy must connect two distant points. A nonlocal correlation functional does so, and so does a pairwise dispersion correction. For atoms of density \(\rho\), integrating over a plane gives \(\int_0^\infty2\pi r\,dr/(r^2+z^2)^3=\pi/(2z^4)\). Integrating over the depths in both slabs then gives

\[
E_{\rm pair}=-\frac{\pi\rho^2C_6}{12}\left[\frac1{d^2}-\frac2{(d+t)^2}+\frac1{(d+2t)^2}\right].
\]

For \(t\gg d\) this is the inverse square with \(A=\pi^2\rho^2C_6\). The pair sum restores the power. Its coefficient is justified here for dilute matter; in dense silicon, screening must enter through \(R\) or through an effective \(C_6\). The computed values are collected in the numerical output.

## Numbers as computed

```
Static permittivity: 12.0
Oscillator energy: 4.40 eV
Valence density: 200 nm^-3
Ionization energy: 5.0 eV
Slab thickness: 50 nm; main gap: 2.0 nm
Static reflection R0: 0.8462
Surface-mode energy: 11.218 eV
Hamaker constant A: 1.6098 eV = 2.579e-19 J
A from mode sum: 1.6098 eV; leading part: 1.5059 eV
Ideal energy at main gap: -1.7104 mJ/m^2
Ideal attraction at main gap: 1.7104 MPa
Full slab energy at 1 nm: -6.70009 mJ/m^2
Full slab energy at 2 nm: -1.62061 mJ/m^2
Full slab energy at 5 nm: -0.23254 mJ/m^2
Full slab energy at 10 nm: -0.04902 mJ/m^2
Power at main gap, no retardation: 2.005
Power at main gap, with retardation: 2.070
Far power, thick retarded slabs: 3.000
Far power, thin unretarded slabs: 3.998
Far power, thin retarded slabs: 4.997
Tail decay constant kappa: 11.456 nm^-1
Predicted xc decay rate: 15.274 nm^-1
PBE xc decay rate, 1.2-1.5 nm: 15.165 nm^-1
LDA exchange overlap, 1 nm: -5.356e-03 mJ/m^2
LDA overlap formula, 1 nm: -5.359e-03 mJ/m^2
PBE xc overlap, 1 nm: -8.577e-03 mJ/m^2
PBE xc overlap, 1.5 nm: -4.620e-06 mJ/m^2
PBE xc overlap extrapolated to 2 nm: -2.2e-09 mJ/m^2
Surface period: 0.77 nm
Static factor exp(-Gd), main gap: 8.17e-08
Oscillator coupling c/ws^2: 0.5132
Oscillator covariance: -0.15509 hbar/(m ws)
Oscillator energy shift: -0.03609 hbar ws
Covariance integral: -0.03609 hbar ws
Covariance ratio, c=0.1 to 0.05: 2.009
Variance-change ratio: 4.022
SiH4 MP2 tail at 11 A: -2.2889 microhartree
SiH4 HF interaction at 11 A: 0.0008 microhartree
SiH4 MP2 tail at 14 A: -0.5263 microhartree
SiH4 HF interaction at 14 A: 0.0001 microhartree
SiH4 tail power, 11-14 A: 6.095
SiH4 C6 from pair: 173.71 hartree bohr^6
SiH4 C6 from response: 174.20 hartree bohr^6
SiH4 PBE overlap at 7 A: -2.312e+00 microhartree
SiH4 PBE overlap at 11 A: -8.129e-07 microhartree
Retardation change: -5.22 %
Finite-thickness change: -0.241 %
Thermal change at 300 K: -0.0001 %
Static free-carrier gain, at most: 0.48 %
Roughness 0.2 nm rms each: 6.2 %
Planes 0.1 nm outward: 23.5 %
Valence plasma energy: 16.61 eV
Sum-rule oscillator energy: 5.01 eV
Change of A with that energy: 13.8 %
```
